Annealed two-phase reconstructions of a porous dielectric and their permittivity scatter

**Two laminates with one correlation function**

Take a periodic cube filled with flat layers of pore and skeleton, with permittivities k_p and k_m relative to vacuum. The pores fill a volume fraction φ, and ψ = 1 − φ. Turn the cube by 90°, so that layers normal to z become layers normal to x. The pore correlation function, averaged over all lattice displacements of one length, is unchanged, because the turn only permutes those displacements. The permittivity along z does change. Across the layers the flux is uniform and 1/k averages; along them the field is uniform and k averages. The difference is

k_along − k_across = (φk_p + ψk_m) − k_p k_m/(φk_m + ψk_p).

Over the common denominator the numerator is φψ(k_p² + k_m²) + (φ² + ψ² − 1)k_p k_m. Since φ² + ψ² − 1 = −2φψ,

k_along − k_across = φψ(k_p − k_m)²/(φk_m + ψk_p).

Two equally good matches thus differ along one axis at second order in the contrast, while their mean over the three axes is the same. The scheme below builds less obvious matches, and the theory after it shows where their axis means begin to differ.

**Target and exchange step**

The cube has N voxels per edge, N odd, and V = N³ voxels. It stands for the interior of a film, without its surfaces. I(x) is 1 in a pore and 0 in the skeleton, and N_p = φV. A shell B holds the m_B displacements r of one length |r|, up to a reach R < N/2, so that no two displacements coincide after periodic wrapping. Define

A_B = Σ_x Σ_{r∈B} I(x)I(x+r),  S_B = A_B/(V m_B).

S_B is the probability that two points this far apart both lie in pores. The first shell also fixes the interface. Pore voxels have 6N_p faces, and A_1 of them look into another pore, so 6N_p − A_1 faces separate the phases.

Exchange a pore voxel at a with a skeleton voxel at b. The indicator changes by d = e_b − e_a, where e_a is 1 at a and 0 elsewhere. For one displacement r ≠ 0,

ΔA(r) = Σ_x [d(x)I(x+r) + I(x)d(x+r) + d(x)d(x+r)].

The first term gives I(b+r) − I(a+r), and the second gives I(b−r) − I(a−r). The third is −1 if r = a−b and −1 if r = b−a. A shell contains −r whenever it contains r, so the first two terms have equal shell sums. Let n_B(x) be the number of pore voxels in shell B around x, counted before the exchange. Then

ΔA_B = 2[n_B(b) − n_B(a) − 1_B(b−a)],

where 1_B is 1 if its argument lies in B. The last term removes the pore at a from the neighbours of b, since that pore has just left. With target T_B and misfit D_B = S_B − T_B, the cost and its change are

E = Σ_B D_B²,  ΔE = Σ_B ΔS_B(ΔS_B + 2D_B).

**Acceptance and batches**

Draw a and b uniformly from the pore and skeleton lists. An exchange and its reverse are proposed with the same probability 1/[N_p(V−N_p)]. Accept with probability min(1, e^{−ΔE/θ}), where θ is a temperature in the units of E. For weights p ∝ e^{−E/θ}, the flow from state 1 to state 2 is proportional to p₁ min(1, p₂/p₁) = min(p₁, p₂), which is symmetric. At fixed θ the chain therefore preserves these weights.

Most late trials fail, so it pays to evaluate many from the same state in one vector operation. Up to the first acceptance the state has not changed, and these trials are the ones a sequential chain would make. The rest of the batch is discarded. Its draws are independent of those used, so the chain is not biased.

```
fill n_B(x) for all x; compute D
repeat
  draw K pairs (a,b); compute all ΔE
  draw K standard exponential numbers X
  f = first pair with ΔE ≤ θX
  if f exists:
    exchange a and b; D += ΔS
    for each r within reach, B = shell(r):
      n_B(a+r) −= 1;  n_B(b+r) += 1
  adapt K to the number of trials used
  after 200 acceptances or 20000 trials: θ = 0.8θ
until rms(D) ≤ tolerance
```

The exponential number does the Metropolis test, because the probability that X ≥ ΔE/θ is e^{−ΔE/θ} for positive ΔE.

**How many matches there are**

The number of cells is the binomial coefficient C(V, N_p). Each A_B is even, because r and −r contribute equally, and it lies between 0 and N_p m_B. For the example below, the cells number 2^2782, while the shell counts can take at most 2^287 sets of values. On average a set of values that occurs is therefore shared by at least 2^2495 cells. Shifts, turns and reflections account for at most 48V copies of each, fewer than 2^18. This is an average; it does not guarantee degeneracy for one given target.

**Permittivity of a cell**

Let κ(x) be the local permittivity. The potential lives on voxel corners and the field at voxel centres, where each component is the mean difference along four parallel edges. For a potential e^{iq·x} the component i of this gradient is

2i sin(q_i/2) Π_{j≠i} cos(q_j/2) = 2i tan(q_i/2) Π_j cos(q_j/2),

where the i in front of the sine and the tangent is the imaginary unit. The factor common to all components does not affect the direction, and for odd N no cosine vanishes. The projector on gradient fields is therefore

Γ(q) = t tᵀ/|t|²,  t_i = tan(q_i/2),  Γ(0) = 0.

It is symmetric, satisfies Γ² = Γ, and has trace 1 for q ≠ 0. For a unit mean field e_j, the fluctuation g^j = Γg^j must make the flux divergence-free:

Γ[κ(e_j + g^j)] = 0,  k e_j = ⟨κ(e_j + g^j)⟩.

Here ⟨ ⟩ is the average over voxels and k is the effective tensor. Conjugate gradients within the gradient fields solve this, with Γ applied by fast Fourier transform. The operator ΓκΓ has eigenvalues there between the smallest and largest κ, so the condition number is at most their ratio, whatever N is.

**Where the scatter enters**

Write δ = k_p − k_m, J = I − φ and k₀ = φk_p + ψk_m, so that κ = k₀ + δJ. Since Γe_j = 0 and Γg^j = g^j, the field equation becomes

g^j = −(δ/k₀) Γ[J(e_j + g^j)].

Because ⟨J⟩ = 0 and ⟨g^j⟩ = 0, the mean flux is k₀e_j + δ⟨Jg^j⟩. Inserting the equation into itself gives

k = k₀ − (δ²/k₀)M + (δ³/k₀²)⟨JΓJΓJ⟩ − …,  M = ⟨JΓJ⟩.

The series converges if |δ| max|J| < k₀. In Fourier space M is the sum of |J(q)|²Γ(q). Its trace is the sum of |J(q)|², which is

tr M = ⟨J²⟩ = φψ.

For the axis mean k̄ = tr k/3 this means

k̄ = k₀ − φψδ²/(3k₀) + O(δ³).

Through second order k̄ depends on porosity alone, and no feature of the correlation function enters. Cells of equal φ can differ in k̄ from third order on. A single axis is less protected: M_zz weights |J(q)|² by direction, and the shell average has discarded direction. The laminates are the extreme case.

For the third order define w^j = Γ(Je_j). The symmetry of Γ and Γ² = Γ give Σ_j⟨|w^j|²⟩ = Σ_j⟨Je_j·ΓJe_j⟩ = φψ. Let P be the share of this sum that lies in the pores:

P = Σ_j⟨I|w^j|²⟩/(φψ).

Then tr⟨JΓJΓJ⟩ = Σ_j⟨J|w^j|²⟩ = φψ(P − φ). P contains products of I at three points, which the target does not prescribe.

P has a limited range. As ⟨w^j⟩ = 0, the pore part of component i has mean ⟨Iw_i^j⟩ = M_ij. The Cauchy–Schwarz inequality gives ⟨I(w_i^j)²⟩ ≥ M_ij²/φ. Also Σ_ij M_ij² ≥ (tr M)²/3 = (φψ)²/3, so P ≥ ψ/3. In the skeleton the mean is −M_ij and the same argument gives 1 − P ≥ φ/3. The range of P has length 1 − φ/3 − ψ/3 = 2/3, and one may write

P = ψ/3 + 2ζ/3,  0 ≤ ζ ≤ 1.

**Bounds for each cell**

The energy e_j·k e_j is the minimum of ⟨κ|e_j + g|²⟩ over gradient fluctuations g, since the field equation is the condition for that minimum and κ > 0. Insert g = c w^j and sum over j. The linear term is 2cδΣ_j⟨Iw_j^j⟩ = 2cδφψ, and κ = k_m + δI in the quadratic term gives

3k̄ ≤ 3k₀ + 2cδφψ + c²φψ(k_m + δP).

The best choice is c = −δ/(k_m + δP), whence

k̄ ≤ k₀ − φψδ²/[3(k_m + δP)].

With k_m = k₀ − φδ, expansion of the right side reproduces the third-order term φψ(P−φ)δ³/(3k₀²).

For the lower bound, let F be the true field with mean flux e_j, so ⟨F⟩ = k⁻¹e_j. Take any trial flux D = e_j + v, with ⟨v⟩ = 0 and Γv = 0. The difference D − κF has zero mean and zero divergence, so it is orthogonal to F, and

⟨|D|²/κ⟩ = ⟨κ|F|²⟩ + ⟨|D − κF|²/κ⟩ ≥ ⟨κ|F|²⟩ = e_j·k⁻¹e_j.

Choose v = c(Je_j − w^j), which meets both conditions. Let u^j = Je_j − w^j and η = 1/k_p − 1/k_m, so 1/κ = 1/k_m + ηI. Three sums over j are needed:

Σ⟨|u^j|²⟩ = 3φψ − 2φψ + φψ = 2φψ,
Σ⟨Iu_j^j⟩ = 3φψ − φψ = 2φψ,
Σ⟨I|u^j|²⟩ = 3φψ² − 2φψ² + φψP = φψ(ψ + P).

The last line uses J = ψ inside the pores. Hence

tr k⁻¹ ≤ 3⟨1/κ⟩ + 4cηφψ + c²φψ[2/k_m + η(ψ + P)].

Minimize over c, divide by 3, and use 1/k̄ ≤ tr k⁻¹/3, the inequality between harmonic and arithmetic means of the eigenvalues:

1/k̄ ≤ ⟨1/κ⟩ − 4φψη²/{3[2/k_m + η(ψ + P)]}.

Neither bound assumed isotropy. For k_p < k_m both fall as ζ rises, so ζ = 0 in the upper and ζ = 1 in the lower give limits that need only φ. These are the Hashin–Shtrikman bounds.

At large contrast the lower bound can become useless. Let η grow at fixed k_m, that is, k_p → 0. The right side then tends to φη[1 − 4ψ/(3ψ + 3P)] plus finite terms. The bracket is positive for P > ψ/3, so the lower bound on k̄ goes to zero for every ζ > 0.

**Worked example**

The parameters are rough values for a porous organosilicate film: k_m = 2.9, k_p = 1, voxel edge 0.5 nm, N = 15. The cube edge is 7.5 nm. Overlapping spherical pores of radius 1.15 nm are placed at random until the porosity reaches 25 %; the last sphere carries it to 876 of 3375 voxels, φ = 0.2596. This reference cell supplies the target on 22 shells up to 2.5 nm:

r = 0.5 nm: S = 0.1901
r = 1.0 nm: S = 0.1315
r = 1.5 nm: S = 0.0922
r = 2.0 nm: S = 0.0631
r = 2.5 nm: S = 0.0633

The first value gives an interface area per volume of 6(0.2596 − 0.1901)/0.5 nm = 0.83 nm⁻¹, counted on voxel faces. The last two lie below φ² = 0.0674. In a periodic cell S averaged over all displacements equals φ², because Σ_r A(r) = N_p². The excess at short range must be repaid farther out: beyond the sphere diameter S lies on average 0.0025 below φ² in this cell. That is only part of the dips of 0.004 seen here. The rest is particular to this cell; among random cells built the same way, S − φ² at 2.0 nm scatters by about 0.006 around a slightly positive mean.

Eight random starts were annealed from θ = 3·10⁻⁶ until the rms misfit fell below 3·10⁻⁴, which is 0.16 % of φψ = 0.192. Each took 62 000 to 75 000 trials, about 20 per voxel. For the permittivity each voxel was split into 27, with its phase kept.

First the limits. Here k₀ = 2.9 − 0.2596·1.9 = 2.407. At ζ = 0 the upper bound has k_m + δP = 2.9 − 1.9·0.7404/3 = 2.431, so

k̄ ≤ 2.407 − 0.1922·3.61/(3·2.431) = 2.312.

The lower limit, at ζ = 1, is 2.208. Three of the nine cells read:

reference: k = 2.284, 2.293, 2.297; k̄ = 2.2913; ζ = 0.268
rebuilt 3: k = 2.291, 2.265, 2.299; k̄ = 2.2848; ζ = 0.353
rebuilt 7: k = 2.290, 2.278, 2.282; k̄ = 2.2834; ζ = 0.363

With its own ζ, the reference is confined to 2.277–2.296, a fifth of the width that φ alone allows.

Over the eight reconstructions k̄ has mean 2.2857 and standard deviation 0.0013, or 0.06 %. For eight independent normal values the deviation itself is uncertain by 27 %. The single-axis values, pooled over axes and cells, have deviation 0.0094, or 0.4 %. The ratio is about 7, whereas averaging three independent axes would give √3. The fixed trace of M explains the excess: at second order what one axis gains the others lose.

The deviation of ζ is 0.015. At the mean ζ the upper bound changes by −0.073 per unit ζ, so this spread corresponds to 0.0011 in k̄, close to the 0.0013 found. The correlation coefficient between ζ and k̄ over the eight cells is −0.98. At this contrast the three-point number accounts for most of the scatter.

The reference does not lie within that scatter. Its k̄ exceeds the reconstructed mean by 0.0056, more than four standard deviations, and exceeds every reconstructed value. Its ζ is lower by 0.068, which at the slope above corresponds to 0.0050. Annealing thus yields cells that agree with each other better than with their source. In this example connectivity differs as well: the largest face-connected cluster holds essentially all the reference pore volume, but 93 to 99.9 % in the reconstructions. Scatter among reconstructions is therefore not an error bar for the material that supplied the target. This rests on one reference cell and one cooling schedule. The size of the gap depends on the schedule: two runs with a hotter start and slower cooling ended 0.005 and 0.003 below the reference.

A looser stop, at rms misfit 3·10⁻³ in the same runs, gives deviations of k̄ on unsplit voxels of 0.0013, against 0.0015 at the tight stop. Within their uncertainty these are equal, so the scatter shows no sign of coming from residual misfit. The mean moves by 0.0014 between the two stops, so a small bias from the tolerance cannot be excluded.

**Cost, stability and failure modes**

A trial costs one operation per shell. An acceptance updates about 2·4πR³/3 table entries, with R in voxels. A table giving the shell of every voxel pair is fast but needs V² entries; for large cells, compute the wrapped displacement instead. One solver iteration takes six scalar Fourier transforms, of order V log V.

The misfit is a running sum and collects rounding errors. Storing the integers A_B removes them. The solver slows as the contrast rises: its iteration count grows at most as the square root of the permittivity ratio.

The scheme can fail in these ways:

- The target may be unrealizable at the given φ and N, for instance a smooth model function whose correlation length is too long for the cell. If no cell comes within the tolerance, the misfit stalls above it.
- If R reaches (N+1)/2, some displacements coincide after wrapping. A voxel pair can then belong to more than one shell, and a table that stores only one shell per pair miscounts.
- If N is even, some wavevectors have components equal to π, where the tangent diverges. With one such component the field points along that axis, and the projector must be set to this limit by hand. With two or three, the potential produces no field at voxel centres, and Γ must be set to zero there.
- Cooling and stopping at first passage need not sample the matching cells uniformly. The scatter may therefore depend on the schedule as well as on the target.
- Splitting the voxels lowers the reconstructed mean by 0.0013, as much as the scatter. For the reference it lowers k̄ by 0.0027 and raises ζ from 0.237 to 0.268. A finer split, into 125, changes the reference k̄ by a further −0.0002 and ζ by +0.001, so the last digits shown are not converged. The stepped shapes matter more: the same spheres drawn on a mesh five times finer have ζ near 0.17 and, at equal porosity, a k̄ higher by a few thousandths. The values describe the voxel cell, not smooth spherical pores.

**Beside a real film**

Porous organosilicate films have, roughly, permittivities of 2.2 to 2.5, porosities of some tens of per cent and pores of one to a few nanometres, so the model is in the usual regime. Its scatter refers to a 7.5 nm cube, far smaller than a capacitor. If n independent cells stood side by side without lateral flux, their capacitances would add and the deviation would fall as 1/√n; for a hundred cells the single-axis value drops to about 0.001.

Small changes of the input shift k̄ by more than this. On the reference cell with unsplit voxels, turning a further 1 % of the volume into randomly placed pore voxels shifts k̄ by −0.022. Raising the skeleton permittivity by 0.1 shifts it by +0.065. Filling 1 % of the volume with water, as randomly chosen pore voxels with a rough bulk permittivity of 80, also gives +0.065 on this mesh. A single voxel resolves the field around such a droplet poorly, so this is only a rough size: for another random placement the shift rises from 0.067 to 0.078 when each voxel is split into 27. It also holds for scattered voxels only: water joined into films or threads on the pore walls can raise the permittivity considerably more, because the field can then run along it. Confined water may also respond differently from bulk water. The use of a local permittivity at 0.5 nm is a further assumption, not sized here. For a film like this one, porosity, skeleton and moisture need attention before the choice among equally good reconstructions. That order holds at this modest contrast and need not hold at a large one.
